# Oxide-thickness error in the barrier height from a Fowler-Nordheim plot: a program that tests the result

```python
"""
Result under test: a barrier height found from the slope of a Fowler-Nordheim
voltage plot, ln(J/V^2) against 1/V, at fixed tunnelling mass, varies as
(assumed oxide thickness)^(-2/3); a 3 percent thickness error therefore
changes the barrier by about 2 percent, with the opposite sign.

Symbols (atomic units inside the functions):
  J current density, V oxide voltage, field = V / thickness,
  barrier = height above the emitter Fermi level, mass = oxide tunnelling mass,
  depth = normal energy of an electron measured downward from the Fermi level,
  image = strength c of the image potential -c/x (zero: no image force).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import airy

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
FIELD_MV_CM = const.physical_constants["atomic unit of electric field"][0] * 1e-8
CURRENT_A = const.physical_constants["atomic unit of current"][0]
J_A_CM2 = CURRENT_A / BOHR_M**2 * 1e-4
KB_EV = const.k / const.e

# Rough typical inputs: aluminium gate on silicon dioxide
barrier_ev, mass, thickness_nm = 3.1, 0.42, 8.0
field_low, field_high = 8.0, 10.0          # MV/cm
fermi_ev = 11.7                            # emitter Fermi energy
optical_permittivity, static_permittivity = 2.15, 3.9
temperature_k = 300.0
breakdown_mv_cm = 12.0
thickness_error = 0.03
voltage_offset = 0.1                       # V
trapped_per_cm2 = 1e12
mass_error = 0.10

barrier = barrier_ev / HARTREE_EV
thickness = thickness_nm / BOHR_NM
fermi = fermi_ev / HARTREE_EV
thermal = KB_EV * temperature_k / HARTREE_EV
image_strength = 1 / (4 * optical_permittivity)
fields = np.linspace(field_low, field_high, 21) / FIELD_MV_CM
voltages = fields * thickness

nodes, weights = np.polynomial.legendre.leggauss(80)
path_nodes, path_weights = np.polynomial.legendre.leggauss(40)
theta = 0.5 * np.pi * (path_nodes + 1)
theta_weights = 0.5 * np.pi * path_weights


def action(depth, field, height, m, image=0.0):
    """Twice the integral of the decay constant between turning points."""
    h = height + np.atleast_1d(depth)[:, None]
    root = np.sqrt(h**2 - 4 * field * image)
    left, right = (h - root) / (2 * field), (h + root) / (2 * field)
    half = 0.5 * (right - left)
    x = 0.5 * (left + right) - half * np.cos(theta)
    excess = np.maximum(h - field * x - image / x, 0)
    return 2 * np.sum(np.sqrt(2 * m * excess) * half * np.sin(theta)
                      * theta_weights, axis=1)


def airy_transmission(depth, field, height, m, anode=False):
    """Exact transmission of a sharp-edged sloping barrier.
    anode=False: purely outgoing wave in the oxide.
    anode=True: coherent reflection at a free-electron anode whose band
    bottom lies below the oxide band edge by the same height."""
    g = (2 * m * field) ** (1 / 3)
    k = np.sqrt(2 * (fermi - depth))
    ai, aip, bi, bip = airy(g * (height + depth) / field)
    if anode:
        q = np.sqrt(2 * (field * thickness - depth))
        end = g * ((height + depth) / field - thickness)
        ai_d, aip_d, bi_d, bip_d = airy(end)
        slope_d = -1j * m * q / g
        a = np.pi * (bip_d - slope_d * bi_d)
        b = np.pi * (slope_d * ai_d - aip_d)
        flux = q
    else:
        a, b, flux = 1j, 1.0, g / (np.pi * m)
    psi = a * ai + b * bi
    psi_x = -g * (a * aip + b * bip)
    incident = 0.5 * (psi + psi_x / (1j * k * m))
    return flux / (k * np.abs(incident) ** 2)


def current(field, height, m, image=0.0, kt=0.0, exact=None):
    """Supply integral over normal energy for a free-electron emitter."""
    panels = [(0.0, 2.5 / HARTREE_EV)]
    if kt > 0:
        panels.append((-1.2 / HARTREE_EV, 0.0))
    total = 0.0
    for low, high in panels:
        depth = 0.5 * (high - low) * (nodes + 1) + low
        supply = kt * np.logaddexp(0, depth / kt) if kt > 0 else depth
        if exact is None:
            prob = np.exp(-action(depth, field, height, m, image))
        else:
            prob = airy_transmission(depth, field, height, m, exact == "anode")
        total += 0.5 * (high - low) * np.sum(weights * supply * prob)
    return total / (2 * np.pi**2)


def currents(height, d, m, **model):
    return np.array([current(v / d, height, m, **model) for v in voltages])


def plot_slope(v, j):
    """Positive slope magnitude of the voltage plot."""
    return -np.polyfit(1 / v, np.log(j / v**2), 1)[0]


def extract(slope, d, m):
    return (3 * slope / (4 * np.sqrt(2 * m) * d)) ** (2 / 3)


def search_barrier(slope, d, m, **model):
    """Barrier whose simulated plot has the given slope; no formula used."""
    return brentq(lambda h: plot_slope(voltages, currents(h, d, m, **model))
                  - slope, 0.9 * barrier, 1.1 * barrier, xtol=1e-13)


def percent(value, reference=barrier):
    return 100 * (value / reference - 1)


# Exponent, current law and slope against direct quadrature
b_field = 4 * np.sqrt(2 * mass) * barrier**1.5 / 3
for f in fields[[0, 10, 20]]:
    assert abs(action(0.0, f, barrier, mass)[0] / (b_field / f) - 1) < 1e-9
data = currents(barrier, thickness, mass)
law = fields**2 * np.exp(-b_field / fields) / (16 * np.pi**2 * mass * barrier)
law_ratio = data / law
# the linear expansion in depth leaves a correction of order field/b_field
assert np.all((law_ratio > 0.94) & (law_ratio < 1.0))
slope = plot_slope(voltages, data)
assert abs(slope / (b_field * thickness) - 1) < 0.005
assert voltages.min() > barrier
correct = extract(slope, thickness, mass)
assert abs(percent(correct)) < 0.3

# Thickness error: numerical search against the power law
searched, extracted = {}, {}
for sign in (1, -1):
    factor = 1 + sign * thickness_error
    searched[sign] = search_barrier(slope, thickness * factor, mass)
    extracted[sign] = extract(slope, thickness * factor, mass)
    assert abs(searched[sign] / barrier - factor ** (-2 / 3)) < 1e-5
    assert abs(percent(extracted[sign]) - percent(searched[sign])) < 0.3
    assert 1.9 < abs(percent(searched[sign])) < 2.1
step = 0.002
up = search_barrier(slope, thickness * (1 + step), mass)
down = search_barrier(slope, thickness * (1 - step), mass)
exponent = np.log(up / down) / np.log((1 + step) / (1 - step))
assert abs(exponent + 2 / 3) < 1e-4

# Same search when data and analysis both include image force and temperature
rich = dict(image=image_strength, kt=thermal)
rich_slope = plot_slope(voltages, currents(barrier, thickness, mass, **rich))
rich_shift = {s: percent(search_barrier(
    rich_slope, thickness * (1 + s * thickness_error), mass, **rich))
    for s in (1, -1)}
assert all(1.8 < abs(x) < 2.2 for x in rich_shift.values())
assert rich_shift[1] < 0 < rich_shift[-1]


# Neglected effects: bias of the simple extraction at the correct thickness
def bias(**model):
    j = currents(barrier, thickness, mass, **model)
    return percent(extract(plot_slope(voltages, j), thickness, mass))


image_bias = bias(image=image_strength)
thermal_bias = bias(kt=thermal)
both_bias = percent(extract(rich_slope, thickness, mass))
edge_bias = bias(exact="outgoing")
anode_bias = bias(exact="anode")
assert abs(edge_bias) < 1.0
coherent_ratio = (currents(barrier, thickness, mass, exact="anode")
                  / currents(barrier, thickness, mass, exact="outgoing"))
assert np.all((coherent_ratio > 0.6) & (coherent_ratio < 1.5))


def offset_shift(offset_v):
    shifted = voltages + offset_v / HARTREE_EV
    return percent(extract(plot_slope(shifted, data), thickness, mass), correct)


trap_voltage = (const.e * trapped_per_cm2 * 1e4 * thickness_nm * 1e-9
                / (2 * static_permittivity * const.epsilon_0))
mass_shift = percent(search_barrier(slope, thickness, mass * (1 + mass_error)))
assert abs(mass_shift - 100 * ((1 + mass_error) ** (-1 / 3) - 1)) < 0.01

print("INPUTS (rough typical values)")
print(f"barrier height: {barrier_ev:.2f} eV")
print(f"oxide tunnelling mass: {mass:.2f} electron masses")
print(f"true oxide thickness: {thickness_nm:.2f} nm")
print(f"field window: {field_low:.1f} to {field_high:.1f} MV/cm")
print(f"oxide voltage window: {voltages[0]*HARTREE_EV:.2f} to "
      f"{voltages[-1]*HARTREE_EV:.2f} V")
print(f"emitter Fermi energy: {fermi_ev:.1f} eV")
print(f"thickness error: {100*thickness_error:.1f} percent")
print(f"thickness error: {thickness_nm*thickness_error:.2f} nm = "
      f"{10*thickness_nm*thickness_error:.1f} angstrom")
print("VOLTAGE PLOT")
print(f"B from closed form: {b_field*FIELD_MV_CM:.1f} MV/cm")
print(f"B times thickness: {b_field*thickness*HARTREE_EV:.2f} V")
print(f"fitted slope magnitude: {slope*HARTREE_EV:.2f} V")
print(f"J at low field: {data[0]*J_A_CM2:.2e} A/cm2")
print(f"J at high field: {data[-1]*J_A_CM2:.2e} A/cm2")
print(f"J quadrature/closed law: {law_ratio.min():.3f} to {law_ratio.max():.3f}")
print("EXTRACTED BARRIER")
print(f"correct thickness: {correct*HARTREE_EV:.3f} eV")
for sign, name in ((1, "too thick"), (-1, "too thin")):
    factor = 1 + sign * thickness_error
    print(f"assumed thickness, {name}: {thickness_nm*factor:.2f} nm")
    print(f"  extracted barrier: {extracted[sign]*HARTREE_EV:.3f} eV")
    print(f"  change from correct-thickness value: "
          f"{(extracted[sign]-correct)*HARTREE_EV:+.3f} eV")
    print(f"  power-law change: {100*(factor**(-2/3)-1):+.3f} percent")
    print(f"  numerical-search change: {percent(searched[sign]):+.3f} percent")
    print(f"  search with image and 300 K: {rich_shift[sign]:+.3f} percent")
print(f"linear estimate, too thick: {-200*thickness_error/3:+.3f} percent")
print(f"logarithmic sensitivity from search: {exponent:.5f}")
print("NEGLECTED EFFECTS: barrier bias at correct thickness")
print(f"optical permittivity used: {optical_permittivity:.2f}")
print(f"image force: {image_bias:+.2f} percent")
print(f"temperature {temperature_k:.0f} K: {thermal_bias:+.2f} percent")
print(f"image force and temperature: {both_bias:+.2f} percent")
print(f"sharp emitter edge, outgoing wave: {edge_bias:+.2f} percent")
print(f"edge plus coherent anode reflection: {anode_bias:+.2f} percent")
print("OTHER INPUT ERRORS: barrier change")
print(f"plotted voltage too high by {voltage_offset:.2f} V: "
      f"{offset_shift(voltage_offset):+.2f} percent")
print(f"trapped electrons at mid-oxide: {trapped_per_cm2:.1e} per cm2")
print(f"static permittivity used: {static_permittivity:.1f}")
print(f"  equivalent voltage offset: {trap_voltage:.3f} V")
print(f"  barrier change: {offset_shift(trap_voltage):+.2f} percent")
print(f"mass too high by {100*mass_error:.0f} percent: {mass_shift:+.2f} percent")
print(f"rough breakdown field: {breakdown_mv_cm:.1f} MV/cm")
print(f"highest field/breakdown field: {field_high/breakdown_mv_cm:.2f}")
print("verified")
```

Running it gives:

```
INPUTS (rough typical values)
barrier height: 3.10 eV
oxide tunnelling mass: 0.42 electron masses
true oxide thickness: 8.00 nm
field window: 8.0 to 10.0 MV/cm
oxide voltage window: 6.40 to 8.00 V
emitter Fermi energy: 11.7 eV
thickness error: 3.0 percent
thickness error: 0.24 nm = 2.4 angstrom
VOLTAGE PLOT
B from closed form: 241.6 MV/cm
B times thickness: 193.30 V
fitted slope magnitude: 193.06 V
J at low field: 5.61e-06 A/cm2
J at high field: 3.65e-03 A/cm2
J quadrature/closed law: 0.962 to 0.969
EXTRACTED BARRIER
correct thickness: 3.097 eV
assumed thickness, too thick: 8.24 nm
  extracted barrier: 3.037 eV
  change from correct-thickness value: -0.060 eV
  power-law change: -1.951 percent
  numerical-search change: -1.951 percent
  search with image and 300 K: -1.899 percent
assumed thickness, too thin: 7.76 nm
  extracted barrier: 3.161 eV
  change from correct-thickness value: +0.064 eV
  power-law change: +2.051 percent
  numerical-search change: +2.051 percent
  search with image and 300 K: +1.997 percent
linear estimate, too thick: -2.000 percent
logarithmic sensitivity from search: -0.66667
NEGLECTED EFFECTS: barrier bias at correct thickness
optical permittivity used: 2.15
image force: -0.90 percent
temperature 300 K: -1.10 percent
image force and temperature: -1.95 percent
sharp emitter edge, outgoing wave: -0.07 percent
edge plus coherent anode reflection: -0.00 percent
OTHER INPUT ERRORS: barrier change
plotted voltage too high by 0.10 V: +1.94 percent
trapped electrons at mid-oxide: 1.0e+12 per cm2
static permittivity used: 3.9
  equivalent voltage offset: 0.186 V
  barrier change: +3.62 percent
mass too high by 10 percent: -3.13 percent
rough breakdown field: 12.0 MV/cm
highest field/breakdown field: 0.83
verified
```
